# Why the donor 2p0 level lies below 2p± in prolate valleys

A shallow-donor calculation in a valley with axial symmetry is done separately for each angular momentum \(m\) about the valley axis. The lowest odd-parity level, which is the final state of the first dipole-allowed line from the 1s ground state, may lie in the block \(m=0\) or in the block \(|m|=1\). The theorem below settles this for weak mass anisotropy: the block is \(m=0\) if the longitudinal mass exceeds the transverse mass. A second question is whether the first-order formula also gives a usable splitting. For silicon masses it does not.

## Model and statement

Hartree atomic units are used, with masses in electron masses; the silicon example is in meV and nm. The axis \(z\) is the long axis of one ellipsoidal conduction-band valley. The donor electron's envelope function obeys

\[
H=\frac{p_x^2+p_y^2}{2m_t}+\frac{p_z^2}{2m_l}-\frac{1}{\varepsilon r},
\]

where \(\varepsilon\) is the relative permittivity. The assumptions are one parabolic valley, isotropic static screening, no short-range potential at the donor, no coupling between valleys and no external field. Energies are measured from the valley minimum.

\(H\) commutes with inversion and with rotation about \(z\). The name 2p0 denotes the lowest odd-parity level with \(m=0\), and 2p± the lowest odd-parity level with \(m=\pm1\). The two signs of \(m\) are degenerate, because a reflection such as \(y\to-y\) exchanges them and leaves \(H\) unchanged.

Define

\[
\Delta=\frac1{m_t}-\frac1{m_l},\qquad
\frac1{m^*}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right),\qquad
\gamma=\Delta m^*,\qquad
Ry^*=\frac{m^*}{2\varepsilon^2}.
\]

**Theorem.** To first order in \(\gamma\),

\[
E(2p_0)=-\frac{Ry^*}{4}-\frac{\gamma Ry^*}{15},\qquad
E(2p_\pm)=-\frac{Ry^*}{4}+\frac{\gamma Ry^*}{30},
\]

\[
E(2p_\pm)-E(2p_0)=\frac{\gamma Ry^*}{10}=\frac{\Delta\,m^{*2}}{20\,\varepsilon^2}.
\]

For sufficiently small anisotropy, 2p0 is therefore the lower level if \(m_l>m_t\) and the upper one if \(m_l<m_t\).

## Lemma 1: one parameter measures the anisotropy

*In units of length \(a^*=\varepsilon/m^*\) and energy \(m^*/\varepsilon^2=2Ry^*\),*

\[
H=H_0+\gamma h,\qquad H_0=\frac{p^2}{2}-\frac1r,\qquad h=\frac{p^2-3p_z^2}{6}.
\]

**Proof.** The definitions of \(m^*\) and \(\Delta\) give

\[
\frac1{m^*}+\frac\Delta3=\frac1{m_t},\qquad
\frac1{m^*}-\frac{2\Delta}3=\frac1{m_l}.
\]

Insert these in the kinetic energy:

\[
\frac{p_x^2+p_y^2}{2m_t}+\frac{p_z^2}{2m_l}
=\frac{p^2}{2m^*}+\frac\Delta6\left(p_x^2+p_y^2-2p_z^2\right)
=\frac{p^2}{2m^*}+\frac\Delta6\left(p^2-3p_z^2\right).
\]

Now write \(\mathbf r=(\varepsilon/m^*)\mathbf r'\) and \(\mathbf p=(m^*/\varepsilon)\mathbf p'\). The isotropic kinetic energy becomes \((m^*/\varepsilon^2)p'^2/2\), and the potential becomes \(-(m^*/\varepsilon^2)/r'\). The last term carries the factor \(\Delta m^{*2}/\varepsilon^2=(m^*/\varepsilon^2)\gamma\). Dividing by \(m^*/\varepsilon^2\) and dropping the primes proves the lemma. ∎

In terms of the masses,

\[
\gamma=\frac{3(m_l-m_t)}{2m_l+m_t},
\]

so \(\gamma\) has the sign of \(m_l-m_t\) and lies between \(-3\) and \(3/2\).

## Lemma 2: expectation values suffice

*The first-order shift of each 2p level is \(\gamma\langle h\rangle\), taken in the corresponding hydrogenic state.*

**Proof.** At \(\gamma=0\) the \(n=2\) level contains 2s and three 2p states, so it must be shown that degeneracy does no harm. The operator \(h\) is even under inversion and cannot connect the even state 2s to an odd 2p state. It also commutes with rotation about \(z\) and cannot connect different values of \(m\). Within odd parity and fixed \(m=0,1\) or \(-1\), there is one \(n=2\) state, and ordinary nondegenerate perturbation theory applies.

Since \(h\) contains derivatives, one must also check that it is a regular perturbation. The inequality \(\|\psi/r\|\le2\|p\psi\|\), together with \(\|p\psi\|^2\le\|\psi\|\,\|p^2\psi\|\), gives

\[
\left\|\frac{\psi}{r}\right\|\le\frac14\|p^2\psi\|+4\|\psi\|.
\]

Because \(p^2/2=H_0+1/r\), it follows that \(\frac14\|p^2\psi\|\le\|H_0\psi\|+4\|\psi\|\). In momentum space \(|p^2-3p_z^2|/6\le p^2/3\), so \(\|h\psi\|\) is bounded by a multiple of \(\|H_0\psi\|+\|\psi\|\). An isolated nondegenerate level then has a convergent power series in \(\gamma\) near zero, and its linear term is \(\gamma\langle h\rangle\). ∎

## Lemma 3: direction and size of the momentum

*In the hydrogenic 2p states of \(H_0\), \(\langle p^2\rangle=1/4\). The share \(f=\langle p_z^2\rangle/\langle p^2\rangle\) is \(3/5\) for 2p0 and \(1/5\) for 2p±.*

**Proof.** For the size, take \(\psi=z\,e^{-\kappa r}\). The product rule gives

\[
\nabla^2\psi=z\left(\kappa^2-\frac{2\kappa}{r}\right)e^{-\kappa r}+2\,\partial_z e^{-\kappa r}
=\left(\kappa^2-\frac{4\kappa}{r}\right)\psi,
\]

since \(2\partial_ze^{-\kappa r}=-(2\kappa z/r)e^{-\kappa r}\). Hence

\[
H_0\psi=\left(-\frac{\kappa^2}{2}+\frac{2\kappa-1}{r}\right)\psi .
\]

The \(1/r\) term vanishes for \(\kappa=1/2\), leaving \(E=-1/8\). By rotational symmetry the same holds with \(z\) replaced by \(x\pm iy\).

Next, compress this state by a factor \(s\). With \(T=\langle p^2\rangle/2\) and \(V=\langle-1/r\rangle\), its energy is \(s^2T+sV\). An eigenstate makes this stationary at \(s=1\), so \(2T+V=0\) and \(E=T+V=-T\). Thus \(T=1/8\) and \(\langle p^2\rangle=1/4\).

For the direction, note that the Fourier transform commutes with rotations. The momentum-space function is therefore a function of \(|\mathbf p|\) times the same \(Y_{1m}\), now of the direction of \(\mathbf p\). Let \(c=p_z/p\). The normalized distribution of \(c\) on \([-1,1]\) is \(\frac32c^2\) for \(m=0\) and \(\frac34(1-c^2)\) for \(m=\pm1\), so

\[
f_0=\frac32\int_{-1}^{1}c^4\,dc=\frac35,\qquad
f_{\pm}=\frac34\int_{-1}^{1}(c^2-c^4)\,dc
=\frac34\left(\frac23-\frac25\right)=\frac15 .
\]

∎

## Proof of the theorem

Lemma 3 gives

\[
\langle h\rangle=\frac{\langle p^2\rangle}{6}(1-3f)=\frac{1-3f}{24}.
\]

For 2p0, \(1-3f=-4/5\) and \(\langle h\rangle=-1/30\). For 2p±, \(1-3f=2/5\) and \(\langle h\rangle=1/60\). The energy unit is \(2Ry^*\), so the shifts are \(-\gamma Ry^*/15\) and \(+\gamma Ry^*/30\). The unperturbed level is \(-\frac18(2Ry^*)=-Ry^*/4\). Subtraction gives

\[
\gamma Ry^*\left(\frac1{30}+\frac1{15}\right)=\frac{\gamma Ry^*}{10}
=\frac{\Delta m^*}{10}\,\frac{m^*}{2\varepsilon^2}
=\frac{\Delta m^{*2}}{20\varepsilon^2}. \qquad ∎
\]

The shifts of the three p states add to zero, \(-\frac1{30}+2\cdot\frac1{60}=0\), as they must for a traceless perturbation summed over a complete p shell. The physical content is in \(f\). Three fifths of the kinetic energy of 2p0 belongs to motion along \(z\), against one fifth for 2p±. A heavy mass along \(z\) makes that part cheap.

Diagonalization of the full \(H\) at \(\gamma=\pm0.01\) tests these coefficients without using Lemmas 2 and 3. The slopes are \(-0.033334\) and \(0.016667\), compared with \(-1/30\) and \(1/60\).

## Remark 1: what is held fixed

The theorem holds \(m^*\) fixed, and then 2p0 falls while 2p± rises. Suppose instead that \(m_t\) is fixed and \(m_l\) grows from \(m_t\). Then

\[
H=\frac{p^2}{2m_t}-\frac{1}{\varepsilon r}-\frac{\Delta}{2}p_z^2,\qquad
\langle p_z^2\rangle=f\,\frac{m_t^2}{4\varepsilon^2},
\]

and the shifts are

\[
\delta E(2p_0)=-\frac{3\Delta m_t^2}{40\varepsilon^2},\qquad
\delta E(2p_\pm)=-\frac{\Delta m_t^2}{40\varepsilon^2}.
\]

Both levels fall, 2p0 three times as fast. The two descriptions agree to first order. From \(1/m^*=1/m_t-\Delta/3\) one has \(m^*=m_t+\Delta m_t^2/3+O(\Delta^2)\), so the isotropic level \(-m^*/(8\varepsilon^2)\) itself moves by \(-\Delta m_t^2/(24\varepsilon^2)\). Adding the theorem's shifts gives \(-\frac1{24}-\frac1{30}=-\frac3{40}\) and \(-\frac1{24}+\frac1{60}=-\frac1{40}\). The splittings \(\Delta m^{*2}/(20\varepsilon^2)\) and \(\Delta m_t^2/(20\varepsilon^2)\) differ at order \(\Delta^2\).

## Remark 2: beyond first order

Each of the two levels is the lowest in its symmetry class. By the variational principle it lies at or below the expectation value of \(H\) in the undeformed hydrogenic state, which is the first-order energy of the theorem. The first-order levels are thus upper bounds. Their difference is not a bound on the splitting.

The computed \(\gamma^2\) coefficients, in units of \(2Ry^*\), are \(-0.0185\) for 2p0 and \(-0.0086\) for 2p±. The second-order term thus widens the splitting when \(\gamma>0\). At fixed \(m^*\), the full splitting exceeds the first-order one by 2% of the latter at \(m_l/m_t=1.11\), by 8% at 1.38 and by 22% at 2.00.

The theorem does not prove the ordering at large \(\gamma\). Diagonalization finds 2p0 lower at all six sampled values from \(\gamma=0.1\) to \(1.4\), the last of which means \(m_l/m_t=22\). It finds the reverse order at \(\gamma=-0.1\), \(-0.5\) and \(-1.0\). The limit \(m_l\to\infty\), where \(\gamma\to3/2\), can be treated analytically.

**Proposition.** *For \(m_l\to\infty\) at fixed \(m_t\), in units of \(m_t/\varepsilon^2\), \(E(2p_0)\to-2\) and \(E(2p_\pm)\to-2/9\).*

**Proof.** With length unit \(\varepsilon/m_t\),

\[
H=\frac{p_x^2+p_y^2}{2}+\frac{m_t}{m_l}\frac{p_z^2}{2}-\frac1r .
\]

Let \(\rho=\sqrt{x^2+y^2}\). Since \(p_z^2\ge0\) and \(1/r\le1/\rho\), each level is bounded below by the lowest level of the planar problem \((p_x^2+p_y^2)/2-1/\rho\) with the same \(m\). For \(g=\rho^{|m|}e^{-\kappa\rho}\),

\[
g''+\frac{g'}{\rho}-\frac{m^2}{\rho^2}g=\left[\kappa^2-\frac{(2|m|+1)\kappa}{\rho}\right]g .
\]

This solves the planar problem if \(\kappa=2/(2|m|+1)\), with energy \(-\kappa^2/2\). As \(g\) has no radial node, this is the lowest level for that \(m\): \(-2\) for \(m=0\) and \(-2/9\) for \(|m|=1\).

For an upper bound, multiply \(g\,e^{im\phi}\) by a smooth function of \(z\) of width \(w\), odd for \(m=0\) and even for \(|m|=1\), so that the total parity is odd. Its kinetic energy along \(z\) is proportional to \((m_t/m_l)/w^2\). Choose \(w=(m_t/m_l)^{1/4}\). Both \(w\) and this kinetic energy then vanish as \(m_l\to\infty\), while \(\langle1/r\rangle\to\langle1/\rho\rangle\), which is finite. The upper bound meets the lower one. ∎

The splitting thus tends to \(16/9\) in these units, with 2p0 below. In this limit \(m^*=3m_t/2\) and \(\gamma=3/2\), so the first-order formula gives \(\frac{1}{20}\cdot\frac32\cdot\frac32=0.1125\). It has the right sign and is too small by a factor of about 16.

## Example: a donor in silicon

Take the rough typical values \(m_t=0.19\), \(m_l=0.92\) and \(\varepsilon=11.4\). Then \(m^*=0.2583\), \(\Delta=4.176\) and

\[
\gamma=4.176\times0.2583=1.079 .
\]

The effective Bohr radius is \(a^*=2.335\) nm and \(Ry^*=27.04\) meV. First order gives

\[
E(2p_0)=-\frac{27.04}{4}-\frac{1.079\times27.04}{15}=-6.76-1.95=-8.71\ \text{meV},
\]

\[
E(2p_\pm)=-6.76+\frac{1.079\times27.04}{30}=-6.76+0.97=-5.79\ \text{meV}.
\]

The splitting is 2.92 meV. With \(m_t\) as reference mass, the equally valid first-order formula of Remark 1 gives 1.58 meV. This disagreement shows, before any larger calculation, that \(\gamma\approx1\) is outside the range where first order is quantitative.

Full diagonalization gives \(-11.50\) and \(-6.39\) meV, a splitting of 5.11 meV, which is 1.75 times the first-order value. These digits belong to the chosen rough parameters: all energies scale as \(\varepsilon^{-2}\), and \(\varepsilon=11.7\) would give a splitting of 4.85 meV. Reducing the largest angular momentum in the basis from 17 to 13 and the radial functions per channel from 18 to 14 changes the levels by at most about \(1.3\times10^{-4}\) meV.

Most of the missing energy comes from a simple change of shape. Replace \(r\) in the exponential by a stretched distance, using \(z\,e^{-s}\) for 2p0 and \((x\pm iy)e^{-s}\) for 2p±, with \(s^2=\rho^2/a^2+z^2/b^2\). In the coordinates \(x/a,\,y/a,\,z/b\) these are 2p functions with \(\kappa=1\), for which \(\langle p^2\rangle=1\) and \(\langle1/r\rangle=1/2\). In the units of Lemma 1 the energy is

\[
E(a,b)=\frac12\left[\left(1+\frac\gamma3\right)\frac{1-f}{a^2}+\left(1-\frac{2\gamma}3\right)\frac{f}{b^2}\right]
-\frac12\left\langle\frac{1}{\sqrt{a^2(1-c^2)+b^2c^2}}\right\rangle ,
\]

where the average uses the distribution of \(c\) from Lemma 3, with \(c\) now the direction cosine in the stretched coordinates. Setting \(a=b=2\) returns the first-order energies. Minimizing over \(a\) and \(b\) gives upper bounds of \(-11.47\) and \(-6.38\) meV, which lie above the full levels by about 0.02 and 0.01 meV (differences taken before rounding).

## The model beside a real donor

The masses and permittivity are close to those of silicon at low temperature. For common shallow donors such as phosphorus, the measured 2p0 and 2p± levels lie very roughly 11 and 6 meV below the band edge. The 2p0 value favours the full model (11.5 meV) over first order (8.7 meV); the 2p± value, at this precision, does not distinguish them. Silicon has six valleys, in opposite pairs along three axes. For each valley \(z\) is its own long axis, and each has its own copy of these levels. One assumption that real donors break is the absence of a central-cell potential. If the attraction is left unscreened within a rough radius of 0.2 nm, a first-order estimate with isotropic hydrogenic functions lowers 2p by only about \(3\times10^{-4}\) meV, because the 2p function vanishes at the donor. The anisotropic 2p0 function is more compact, and its shift is larger, about 0.004 meV in first order and about 0.01 meV when the extra attraction is included in the diagonalization, still far below the splitting. For 1s the same first-order formula gives about 7 meV, but first order fails there: this crude well is strong enough to bind an s state by itself, and the isotropic model solved exactly puts its lowest s level about 1 eV deep. The model therefore shows only that 1s is very sensitive to the central cell, not by how much real donors shift. The splitting is therefore insensitive to the donor species on this estimate, while the transition energies from 1s are not. Nonparabolicity of about 0.5 per eV, multiplied by the mean 2p0 kinetic energy (equal to \(|E|\) by the virial theorem), gives about 0.006. The first-order lowering is this coefficient times \(\langle T^2\rangle\), with \(T\) the kinetic-energy operator, and \(\langle T^2\rangle\) exceeds \(\langle T\rangle^2\). It amounts to about 1.4% of the kinetic energy of 2p0, or 0.16 meV, and to about 0.05 meV for 2p±, so the splitting is affected at the level of 0.1 meV.

Electric fields limit the use of isolated-donor levels. At a donor density of \(10^{14}\) cm⁻³, the radius of the volume per donor is 134 nm, and an ionized neighbour at that distance produces 0.07 kV/cm. The corresponding hydrogenic coupling between 2s and 2p0, for a field along \(z\), is 0.05 meV, small beside the few meV that separate these two levels in the anisotropic donor. Along the direction of the electric force on the electron, the potential energy \(-1/(\varepsilon r)-Fr\) has the maximum value \(-2\sqrt{F/\varepsilon}\). Equating this to the level \(E\) gives the classical escape field \(F=\varepsilon E^2/4\), which is 0.8 kV/cm for 2p±; tunnelling is possible at any lower nonzero field, at a rate that falls steeply as the field is reduced. At 10 K the thermal energy is 0.86 meV, about one sixth of the splitting. The numerical output below lists the input parameters and the main computed values.

## Calculated quantities

```
SCALED UNITS: energy m*/eps^2, length eps/m*
pz^2 share of p^2, 2p0: 0.6000
pz^2 share of p^2, 2p+-: 0.2000
<p^2> in 2p: 0.2500
H'/gamma in 2s: 0.000000
H'/gamma in 2p0: -0.033333
H'/gamma in 2p+-: 0.016667
diagonalization slope 2p0: -0.033334
diagonalization slope 2p+-: 0.016667
slope at fixed m_t, 2p0: -0.075004
slope at fixed m_t, 2p+-: -0.025001
gamma^2 coefficient 2p0: -0.01852
gamma^2 coefficient 2p+-: -0.00864
gamma 0.1, m_l/m_t 1.11: full/first-order splitting 1.022
gamma 0.3, m_l/m_t 1.38: full/first-order splitting 1.080
gamma 0.6, m_l/m_t 2.00: full/first-order splitting 1.218
gamma 0.9, m_l/m_t 3.25: full/first-order splitting 1.473
gamma 1.2, m_l/m_t 7.00: full/first-order splitting 2.061
gamma 1.4, m_l/m_t 22.00: full/first-order splitting 3.335
SILICON-LIKE DONOR (rough parameters)
m_t 0.19, m_l 0.92 electron masses; eps 11.4
mean mass m*: 0.2583 electron masses
Delta: 4.1762 inverse electron masses
gamma: 1.0788
effective Bohr radius: 2.335 nm
effective rydberg: 27.04 meV
isotropic n=2 level: -6.76 meV
first-order shift 2p0: -1.95 meV
first-order shift 2p+-: 0.97 meV
first-order level 2p0: -8.71 meV
first-order level 2p+-: -5.79 meV
first-order splitting: 2.92 meV
first-order splitting, reference m_t: 1.58 meV
full level 2p0: -11.50 meV
full level 2p+-: -6.39 meV
full splitting: 5.11 meV
full/first-order splitting: 1.75
largest change from smaller basis: 1.3e-04 meV
trial upper bounds 2p0, 2p+-: -11.47, -6.38 meV
NEGLECTED EFFECTS (estimates)
unscreened cell radius: 0.2 nm
cell lowering of 2p: 2.9e-04 meV; of 1s: 7.4 meV
nonparabolicity 0.5 /eV times |E(2p0)|: 0.0057
donor density: 1e+14 cm^-3; radius 134 nm
ionized-neighbour field: 0.071 kV/cm
hydrogenic 2s-2p0 Stark coupling: 0.050 meV
over-barrier field for 2p+-: 0.81 kV/cm
thermal energy at 10 K: 0.86 meV
```
